Strain Derivative of Projectors and the Ultrasoft Nonlocal Stress, part 1

(Sections cited here and not found follow in the second part.)

## Part one: the strain derivative of a projector

### A Gaussian projector in a stretched box

Hartree atomic units are used throughout. Take an orthorhombic cell of edges L_x, L_y, L_z and volume Ω = L_x L_y L_z, an atom at the origin, and a spherical projector β(r) = C exp(−a r²). A plane wave normalised in the cell is Ω^(−1/2) exp(i q·r), with q_x = 2π m_x/L_x, where m_x is an integer plus the fractional coordinate of the k-point, and likewise for y and z. The overlap is a product of three one-dimensional Gaussian integrals, each equal to (π/a)^(1/2) exp(−q_c²/4a):

β(q) = Ω^(−1/2) ∫ exp(−i q·r) β(r) d³r = Ω^(−1/2) C (π/a)^(3/2) exp(−|q|²/4a).

Stretch the box along x, L_x → (1+ε)L_x, and keep m_x, m_y, m_z and the function β(r) as they are. Then Ω → (1+ε)Ω and q_x → q_x/(1+ε), so at ε = 0 one has d ln Ω/dε = 1 and dq_x/dε = −q_x. The logarithm of β(q) is −½ ln Ω − |q|²/4a plus a constant, and d|q|²/dε = 2 q_x(−q_x), which gives

dβ/dε = β [ −½ + q_x²/2a ].

The −½ comes from the normalisation of the plane wave: in a larger cell its amplitude at the atom is smaller. The second term comes from the shorter wavevector, which moves toward the maximum of the Gaussian.

For a projector C x exp(−a r²), multiplication by x under the integral is i∂/∂q_x, so the transform acquires the factor −i q_x/2a. The logarithm gains ln q_x, with derivative −1, and

dβ/dε = β [ −½ − 1 + q_x²/2a ].

The factor q_x = |q| u_x, with u = q/|q|, changes because |q| shrinks and because the direction u turns away from the x axis (unless q lies along x): of the −1, the length supplies −u_x² and the direction −(1 − u_x²). For a general projector these two changes are the radial and the angular term.

### Conventions and assumptions

The cell has lattice vectors a_i, reciprocal vectors b_j with a_i·b_j = 2π δ_ij, and volume Ω. Cartesian indices are a, b, c; repeated Cartesian indices are summed. A homogeneous strain maps a point r to r′ with r′_a = r_a + ε_ab r_b. The nine numbers ε_ab are treated as independent; the symmetric part is a deformation and the antisymmetric part is, to first order, a rotation. Derivatives d/dε_ab are taken at ε = 0.

(A1) Atoms keep their fractional coordinates: τ = Σ_i s_i a_i with fixed s_i.

(A2) Each basis function keeps its reciprocal coordinates: q = k + G = Σ_j m_j b_j with fixed m_j. The number of plane waves is therefore constant.

(A3) A projector is rigid in real space, β(r − τ) = b(|r − τ|) Y_lm, with the same radial function b and the same orientation of the harmonic in every cell, and ∫ r³ |b(r)| dr and ∫ r² |b(r)| dr are finite.

The complex harmonics carry the Condon–Shortley phase: for m ≥ 0,

𝒴_lm = (−1)^m N_lm sin^m θ P_l^(m)(cos θ) exp(imφ), N_lm = [ (2l+1)/(4π) · (l−m)!/(l+m)! ]^(1/2),

where P_l^(m) is the m-th derivative of the Legendre polynomial, and 𝒴_l,−m = (−1)^m 𝒴_lm*. The real harmonics are Y_l0 = 𝒴_l0 and, for m > 0, Y_lm = √2 (−1)^m Re 𝒴_lm and Y_l,−m = √2 (−1)^m Im 𝒴_lm. The solid harmonics ℛ_lm(q) = |q|^l 𝒴_lm(u) and R_lm(q) = |q|^l Y_lm(u) are homogeneous harmonic polynomials of degree l.

### Lemma 1 (plane-wave form of the projector)

β_lm(q) = (4π/√Ω) (−i)^l f_l(|q|) Y_lm(u) exp(−i q·τ), f_l(|q|) = ∫₀^∞ r² b(r) j_l(|q| r) dr.

Proof. The overlap of the plane wave with the Bloch sum of the projector over one cell equals the integral of a single projector over all space, because the lattice phases of the Bloch sum and of the plane wave cancel cell by cell. Shifting the variable r → r + τ gives

β_lm(q) = Ω^(−1/2) exp(−i q·τ) ∫ exp(−i q·r) b(r) Y_lm(r̂) d³r.

With x = |q| r and t = u·r̂, the function exp(−i x t) solves the Helmholtz equation, is regular at the origin and is symmetric about u, so it has the form Σ_l c_l j_l(x) P_l(t). Multiply by P_l, integrate over t with ∫P_l² dt = 2/(2l+1), and compare the lowest power of x. On the left, P_l is orthogonal to all powers below t^l, so the leading term is (−ix)^l/l! times ∫ t^l P_l dt = 2^(l+1) (l!)²/(2l+1)!. On the right, j_l(x) → x^l 2^l l!/(2l+1)!. The ratio gives 2c_l/(2l+1) = 2(−i)^l, so c_l = (2l+1)(−i)^l. The addition theorem (2l+1)P_l(t) = 4π Σ_m Y_lm(u) Y_lm(r̂) turns this into

exp(−i q·r) = 4π Σ_lm (−i)^l j_l(|q| r) Y_lm(u) Y_lm(r̂).

Orthonormality of the Y_lm over r̂ selects one term, and the radial integral that remains is f_l. ∎

### Lemma 2 (kinematics of the strain)

(i) dq_c/dε_ab = −q_a δ_bc. (ii) dΩ/dε_ab = Ω δ_ab. (iii) d(q·τ)/dε_ab = 0.

Proof. Write M = 1 + ε, so a_i′ = M a_i. The vectors b_j′ = (M^T)^(−1) b_j satisfy a_i′·b_j′ = a_i^T M^T (M^T)^(−1) b_j = 2π δ_ij, so they are the new reciprocal vectors, and by (A2) q′ = (M^T)^(−1) q. To first order (M^T)^(−1) = 1 − ε^T, so q′_c = q_c − (ε^T)_ca q_a = q_c − ε_ac q_a. Differentiating with respect to ε_ab sets c = b, which is (i). The volume is Ω′ = Ω det M, and det(1+ε) = 1 + Tr ε + O(ε²), which is (ii). By (A1) and (A2), q·τ = 2π Σ_i m_i s_i contains no lattice quantity, which is (iii). ∎

A consequence of (i) and the chain rule is used repeatedly. For a differentiable function Φ(q) whose form does not change with strain,

dΦ/dε_ab = (∂Φ/∂q_c)(dq_c/dε_ab) = −q_a ∂_b Φ, (1)

with ∂_b = ∂/∂q_b. The first index of the strain goes with the vector and the second with the gradient. Taking Φ = |q|² gives d|q|²/dε_ab = −2 q_a q_b.

### Lemma 3 (radial derivative)

|q| f_l′(|q|) = l f_l(|q|) − |q| g_l(|q|), g_l(|q|) = ∫₀^∞ r³ b(r) j_(l+1)(|q| r) dr.

Proof. Let 𝒟 = x^(−1) d/dx. The Rayleigh formula is j_l(x) = (−x)^l 𝒟^l (sin x/x), so j_l/x^l = (−1)^l 𝒟^l(sin x/x). Its derivative is x𝒟 applied to it:

d(j_l/x^l)/dx = x (−1)^l 𝒟^(l+1)(sin x/x) = −x · j_(l+1)/x^(l+1) = −j_(l+1)/x^l.

The left side is j_l′/x^l − l j_l/x^(l+1). Multiplying by x^(l+1) gives x j_l′ = l j_l − x j_(l+1). Differentiation under the integral in f_l is allowed because j_l′ is bounded and r³|b| is integrable by (A3); it gives |q| f_l′ = ∫ r² b(r) x j_l′(x) dr with x = |q| r. Inserting the identity produces l f_l and −|q| ∫ r³ b j_(l+1) dr. ∎

### Lemma 4 (gradient of a harmonic)

(i) |q| ∂_b Y_lm(u) = (∂_b R_lm)(u) − l u_b Y_lm(u), where (∂_b R_lm)(u) is the gradient of the polynomial evaluated at the unit vector.

(ii) With c = (2l+1)/(2l−1), l ≥ 1 and ∂_± = ∂_x ± i∂_y,

∂_z ℛ_lm = [c (l+m)(l−m)]^(1/2) ℛ_(l−1),m

∂_+ ℛ_lm = +[c (l−m)(l−m−1)]^(1/2) ℛ_(l−1),(m+1)

∂_− ℛ_lm = −[c (l+m)(l+m−1)]^(1/2) ℛ_(l−1),(m−1).

(iii) u_b (∂_b R_lm)(u) = l Y_lm(u).

Proof of (i). From |q|² = q_c q_c one has 2|q| ∂_b|q| = 2 q_b, so ∂_b|q| = u_b. Then Y = |q|^(−l) R gives ∂_b Y = |q|^(−l) ∂_b R − l |q|^(−l−1) u_b R. The gradient ∂_b R is homogeneous of degree l − 1, so ∂_b R(q) = |q|^(l−1) (∂_b R)(u), and R = |q|^l Y. Both terms carry 1/|q|, and multiplying by |q| gives (i).

Proof of (ii). Write the components of q as x, y, z and define, for a real parameter t,

h(t) = z − (t/2)(x + iy) + (x − iy)/(2t) = n·q, n = ( (1/t − t)/2, −i(t + 1/t)/2, 1 ).

Then n·n = [(1/t − t)² − (t + 1/t)²]/4 + 1 = −1 + 1 = 0, so ∇² h^l = l(l−1)(n·n) h^(l−2) = 0. Expand h^l/l! = Σ_m t^m S_lm. Each S_lm is a harmonic polynomial of degree l. Each power of t comes with x + iy and each inverse power with x − iy, so S_lm varies as exp(imφ), and it is therefore a multiple of ℛ_lm. The derivatives of h are ∂_z h = 1, ∂_+ h = 1/t and ∂_− h = −t, because ∂_+(x + iy) = 1 + i·i = 0, ∂_+(x − iy) = 2, ∂_−(x + iy) = 2 and ∂_−(x − iy) = 0. Any first derivative of h^l/l! is h^(l−1)/(l−1)! times the derivative of h. Comparing the coefficients of t^m,

∂_z S_lm = S_(l−1),m, ∂_+ S_lm = S_(l−1),(m+1), ∂_− S_lm = −S_(l−1),(m−1).

The constant between S and ℛ follows from the behaviour near the z axis. For m ≥ 0 the term of S_lm of lowest order in x and y takes m factors −(x + iy)/2 and l − m factors z, with the binomial weight l!/(m!(l−m)!):

S_lm → (−1)^m (x + iy)^m z^(l−m) / [2^m m! (l−m)!].

In the same limit ℛ_lm → (−1)^m N_lm P_l^(m)(1) (x + iy)^m z^(l−m). The Rodrigues formula writes P_l^(m) as the (l+m)-th derivative of (s−1)^l (s+1)^l divided by 2^l l!. At s = 1 the surviving Leibniz term has l derivatives on (s−1)^l and m on (s+1)^l, and equals [(l+m)!/(l! m!)] · l! · [l!/(l−m)!] 2^(l−m). Hence P_l^(m)(1) = (l+m)!/[2^m m! (l−m)!], and

ℛ_lm = K_lm S_lm, K_lm = N_lm (l+m)! = [ (2l+1)/(4π) · (l+m)! (l−m)! ]^(1/2).

For negative m, the identity h(t)* = h(−1/t) gives S_l,−m = (−1)^m S_lm*, the same rule as for ℛ, and K_lm is even in m, so the relation holds for all m. The coefficients in (ii) are ratios of the K: K²_lm/K²_(l−1),m = c(l+m)(l−m); K²_lm/K²_(l−1),(m+1) = c (l+m)!(l−m)!/[(l+m)!(l−m−2)!] = c(l−m)(l−m−1); and the third follows with m → −m.

The Cartesian gradients are ∂_x = (∂_+ + ∂_−)/2 and ∂_y = (∂_+ − ∂_−)/2i. They are real operators and commute with taking real and imaginary parts, so the gradients of the real R_lm follow from the definitions of Y_lm. For l = 0 the polynomial is a constant and its gradient is zero.

Proof of (iii). Differentiating R(λq) = λ^l R(q) with respect to λ at λ = 1 gives q_b ∂_b R = l R, and at q = u this is (iii). ∎

### Theorem 1

Under (A1) to (A3), for q ≠ 0 and with the prefactor A = (4π/√Ω)(−i)^l exp(−i q·τ),

dβ_lm/dε_ab = V_ab + R_ab + W_ab, (2)

V_ab = −½ δ_ab β_lm (volume),

R_ab = −A u_a u_b |q| f_l′ Y_lm (radial),

W_ab = −A f_l [ u_a (∂_b R_lm)(u) − l u_a u_b Y_lm ] (angular).

An equivalent form of the last two terms is

R_ab + W_ab = A [ u_a u_b |q| g_l Y_lm − f_l u_a (∂_b R_lm)(u) ]. (3)

Proof. By Lemma 1, β = A f_l Y_lm. In A the phase is constant by Lemma 2(iii), and dΩ^(−1/2)/dε_ab = −½ Ω^(−3/2) · Ω δ_ab = −½ δ_ab Ω^(−1/2) by Lemma 2(ii). The product rule applied to this factor gives V_ab. By (A3) the functions f_l and Y_lm keep their form, so (1) applies to each. For f_l, −q_a ∂_b f_l = −q_a f_l′ u_b = −u_a u_b |q| f_l′, which multiplied by A Y_lm is R_ab. For Y_lm, −q_a ∂_b Y = −u_a |q| ∂_b Y, and Lemma 4(i) gives W_ab after multiplication by A f_l. For (3), insert Lemma 3 in R_ab: it becomes A u_a u_b Y (|q| g_l − l f_l), and the part −l f_l u_a u_b Y cancels the part +l f_l u_a u_b Y of W_ab. ∎

Remark 1 (trace). With a = b summed, u_a u_a = 1 and Lemma 4(iii) give W_aa = −A f_l (l Y − l Y) = 0. A uniform dilation changes lengths and no directions, and the trace is −(3/2) β − A |q| f_l′ Y_lm. The angular term therefore contributes to shear and to differences of diagonal components, and nothing to a pressure.

Remark 2 (small q). The direction u is undefined at q = 0, which occurs for G = 0 at the Γ point. From j_l(x) ∝ x^l, and when the moments of b that multiply these powers are finite, f_l = O(|q|^l) and |q| g_l = O(|q|^(l+2)). In (3) the first term is then O(|q|^(l+2)), and the second is O(|q|^l) for l ≥ 1 and absent for l = 0. The sum vanishes at least linearly for l = 1 (for a p_x projector the linear term is present only in the components whose second index is x) and at least quadratically for every other l. At q = 0 the derivative is V_ab alone. It is zero off the diagonal and for l ≥ 1, and for l = 0 it is nonzero on the diagonal when ∫ r² b(r) dr ≠ 0.

Remark 3 (symmetry in ab). V and R are symmetric. The antisymmetric part of W is −½ A f_l (u_a ∂_b − u_b ∂_a) R_lm, the generator of rotations in the ab plane acting on the harmonic. It expresses the fact that under a rotation of the crystal q turns while the axes that define Y_lm stay fixed. For a symmetric shear with a ≠ b and ε_ab = ε_ba varied together, the derivative with respect to their common value is the sum of the ab and ba components.

Remark 4 (where it fails). If the basis is chosen afresh in each cell by a fixed cutoff, (A2) is violated, the set of q changes in jumps, and an energy derivative built on (2) is the derivative at fixed number of plane waves, a different quantity for an incomplete basis. If the internal coordinates relax with strain, (iii) of Lemma 2 fails and a term −i A f_l Y_lm d(q·τ)/dε appears.

### Worked example: a d projector

Take l = 2, the real harmonic with R = (15/4π)^(1/2) x z, the radial function b = N r² exp(−a r²) with a = 1.0 bohr⁻² and N = 2.609332 bohr^(−7/2) fixed by ∫ r² b² dr = 1, τ = 0, a cell of volume 273 bohr³, and q = (0.6, 0.8, 1.2) bohr⁻¹. These are round model values. Then |q|² = 0.36 + 0.64 + 1.44 = 2.44 bohr⁻², |q| = 1.562050 bohr⁻¹ and u = (0.384111, 0.512148, 0.768221).

The radial integrals have a closed form. Let I_l = ∫ r^(l+2) exp(−a r²) j_l(|q| r) dr. The Gaussian transform at the start of the text, compared with Lemma 1 for l = 0, gives 4π I_0 = (π/a)^(3/2) exp(−|q|²/4a). Lemma 3 applied to b = r^l exp(−a r²) reads |q| I_l′ = l I_l − |q| I_(l+1). If I_l ∝ |q|^l exp(−|q|²/4a), the left side is (l − |q|²/2a) I_l, so I_(l+1) = (|q|/2a) I_l, and induction on l gives

I_l = √π |q|^l exp(−|q|²/4a) / (2^(l+2) a^(l+3/2)).

With f = N I_2 = 0.383226 bohr^(3/2), one has |q| g = f |q|²/2a = 1.22 × 0.383226 = 0.467535 and |q| f′ = (2 − 1.22) f = 0.78 f = 0.298916, in the same unit. The harmonic is Y = 0.322391 and its polynomial gradient is (0.839319, 0, 0.419659). The prefactor is A = 0.760551 × (−i)² = −0.760551 bohr^(−3/2), so

β = −0.760551 × 0.383226 × 0.322391 = −0.093965.

For ab = xx the volume term is −½ β = 0.046983. With u_x² = 0.36/2.44, the radial term is −u_x² (|q| f′/f) β = (0.36/2.44) × 0.78 × 0.093965 = 0.010814. In the angular term u_x (∂_x R)(u) = 0.384111 × 0.839319 equals Y, because R is linear in x, so W_xx = −(1 − 2u_x²) β = (1 − 0.72/2.44) × 0.093965 = 0.066238. The sum is 0.124034.

This projector allows a check that bypasses the spherical decomposition. Here β ∝ Ω^(−1/2) q_x q_z exp(−|q|²/4), so (1) gives d ln β/dε_ab = −½ δ_ab − q_a δ_bx/q_x − q_a δ_bz/q_z + q_a q_b/2. The values are

xx: −0.5 − 1 + 0.18 = −1.32, derivative 0.124034

yy: −0.5 + 0.32 = −0.18, derivative 0.016914

zz: −0.5 − 1 + 0.72 = −0.78, derivative 0.073293

xz: −0.5 + 0.36 = −0.14, derivative 0.013155

zx: −2 + 0.36 = −1.64, derivative 0.154103

each obtained by multiplying with −0.093965, and each equal to the sum of the three terms of (2). The angular terms on the diagonal, 0.066238, −0.049293 and −0.016945, add to zero as Remark 1 requires. The xz and zx components share the radial term 0.021627 and differ in the angular terms, −0.008472 and 0.132475, which is Remark 3. The numerical check compares (2) with finite differences of the three-dimensional Fourier integral in strained cells for l up to 3 and all nine components; the largest absolute deviation in the dimensionless derivative is 5.9 × 10⁻¹¹.

## Part two: the nonlocal stress

### What is taken from part one

The strain is r_a → r_a + ε_ab r_b at fixed fractional positions and fixed reciprocal coordinates of every plane wave q = k + G, and Ω is the cell volume. Then dΩ/dε_ab = Ω δ_ab, phases such as exp(−i G·τ) are invariant, and a function Φ(q) of fixed form obeys dΦ/dε_ab = −q_a ∂_b Φ, which is (1). The projector β_i(q) = (4π/√Ω)(−i)^l f(|q|) Y_lm(u) exp(−i q·τ) has the derivative (2), the sum of a volume term −½ δ_ab β_i, a symmetric radial term and a traceless angular term. The index i now stands for atom, radial channel, l and m. A symbol q_a with one Cartesian index is a wavevector component, and q_ij with two projector indices is an augmentation integral. Band energies are written e_kn, so that the combination also written D − εq appears as D − e q.

### The energy functional

A pseudo-wavefunction is ψ_kn = Ω^(−1/2) Σ_G c_kn(G) exp(i q·r), its projections are p_i = Σ_G β_i(q)* c(G), and its weight is ω_kn = 2 w_k x_kn, with k-point weight w_k, spin degeneracy 2 and 0 ≤ x ≤ 1. The occupation matrix is ρ_ij = Σ_kn ω_kn p_i* p_j, for i and j on the same atom.

(B1) The augmentation functions Q_ij(r) are real, symmetric in ij, rigid in real space, and of the form Q_ij(r) = Σ_L Q^L_ij(r) [Y_i Y_j]_L(r̂), where [ ]_L is the part of the product of harmonics with angular momentum L and Q^L depends on the two radial channels. Their transforms are Q̃_ij(G) = ∫ Q_ij(r) exp(−i G·r) d³r, and q_ij = Q̃_ij(0). The bare matrix D⁰_ij is real, symmetric, independent of strain, diagonal in l and m, and independent of m.

The density is described by N(G) = Ω n(G), where n(r) = Σ_G n(G) exp(i G·r):

N(G) = Σ_kn ω_kn Σ_G′ c(G′+G) c(G′)* + Σ_ij ρ_ij Q̃_ij(G) exp(−i G·τ). (4)

The first part follows from |ψ|², whose factor 1/Ω is cancelled by the Ω in the definition, and τ is the position of the atom that carries i and j. The overlap operator S = 1 + Σ q_ij |β_i⟩⟨β_j| gives ⟨ψ|S|ψ⟩ = Σ_G |c|² + Σ_ij q_ij p_i* p_j, so N(0) is the electron number N_e when every state has ⟨ψ|S|ψ⟩ = 1 and Σω = N_e. The free energy is

F = Σ_kn ω_kn Σ_G ½|q|² |c|² + Σ_ij D⁰_ij ρ_ij + E_d[N; ε] − TS,

TS = −2 kT Σ_kn w_k [ x ln x + (1−x) ln(1−x) ].

(B2) E_d depends on the orbitals through N(G) alone. Its variation defines the effective potential, δE_d = ∫ V δn d³r = Σ_G V(G)* δN(G), the second form following from ∫ exp(i(G−G′)·r) d³r = Ω δ_GG′ over the cell and from V being real.

(B3) At ε = 0 the orbitals are self-consistent eigenstates with Fermi–Dirac occupations, and along the strain considered the self-consistent c and x are differentiable in ε. Within a degenerate level this fixes a choice of basis; the results below do not depend on it, since ω and e are constant there and the sums over n are traces.

The stress is σ_ab = Ω⁻¹ dF/dε_ab and the pressure is −σ_aa/3. A strain-dependent constant such as the ion–ion energy adds its own derivative and is not carried along.

This part has derived the strain derivative (2) of a rigid projector and set out the free energy F with the assumptions on which the stress rests. It remains to derive the stress from F, including its nonlocal and augmentation terms, and to test the formulas on a two-atom model.

Numbers in the example were calculated in double precision.
